# Atomic decay near an isotropic photonic band edge: test program

```python
# Decay of a two-level atom near an isotropic photonic band edge.
# Result under test (units beta = 1, frequencies measured from the edge):
#   a(t) = sum_j u_j^2/(3u_j^2+d) exp(i u_j^2 t) erfc(-e^{i pi/4} u_j sqrt t),
#   u_j = roots of u^3 + d u - 1 = 0, d = (atom - edge frequency)/beta.
#   The positive root u1 is a bound state at energy -u1^2; the excited
#   population tends to Z^2 with Z = 2u1^3/(2u1^3+1).
# a: excited amplitude, P = |a|^2, x: photon frequency above the edge,
# spectral coupling J(x) = 1/(pi sqrt x); with x = q^2, J dx = (2/pi) dq.
import cmath
import numpy as np
import mpmath as mp
from scipy.constants import c, hbar, epsilon_0
from scipy.integrate import quad
from scipy.special import wofz

PHASE = cmath.exp(-1j*np.pi/4)


def sorted_roots(d):
    """Positive real root first, then the others by rising imaginary part."""
    r = np.roots([1.0, 0.0, d, -1.0]).astype(complex)
    k = int(np.argmax(r.real))
    rest = sorted(np.delete(r, k), key=lambda z: z.imag)
    return r[k].real, rest[0], rest[1]


def amplitude(d, t):
    t = np.asarray(t, dtype=float)
    total = np.zeros(t.shape, dtype=complex)
    for u in sorted_roots(d):
        z = -np.exp(1j*np.pi/4)*u*np.sqrt(t)
        total += u*u/(3*u*u + d)*wofz(1j*z)   # wofz(iz) = exp(z^2) erfc(z)
    return total


def bound_weight(u):
    return 2*u**3/(2*u**3 + 1)


def denominator(s, d):
    return s + 1j*d + PHASE/cmath.sqrt(s)


def complex_quad(f, lo, hi):
    re = quad(lambda y: f(y).real, lo, hi, limit=500, epsabs=1e-11)[0]
    im = quad(lambda y: f(y).imag, lo, hi, limit=500, epsabs=1e-11)[0]
    return re + 1j*im


# --- coupling constant from an explicit sum over plane-wave modes in a box
omega_c, gamma0 = 2.0e15, 1.0e8
k0 = omega_c/c
A = omega_c/k0**2
beta32 = gamma0*c**3*k0**2/(4*omega_c**2*np.sqrt(A))
beta = beta32**(2/3)
dipole2 = 3*np.pi*epsilon_0*hbar*c**3*gamma0/omega_c**3
n0, width = 100, 3.0
volume = (2*np.pi*n0/k0)**3
n = np.arange(-n0 - 5, n0 + 6)
ny, nz = np.meshgrid(n, n, indexing="ij")
x_max = A*(width*k0/n0)**2
mode_sum = 0.0
for nx in range(0, n0 + 6):
    r2 = nx*nx + ny**2 + nz**2
    k = np.sqrt(r2)*k0/n0
    inside = (k >= k0) & (A*(k - k0)**2 < x_max)
    pol = 1 - nz[inside]**2/r2[inside]        # sum over two polarisations
    mode_sum += (1 if nx == 0 else 2)*pol.sum()
mode_sum *= omega_c*dipole2/(2*epsilon_0*hbar*volume)
mode_ratio = mode_sum/(2*beta32*np.sqrt(x_max)/np.pi)
# the shell has finite thickness: k^2 > k0^2 adds about width/n0 = 3 percent
assert abs(mode_ratio - 1) < 0.045

# --- memory kernel and its Laplace transform from the spectral coupling
# x < 1: substitution x = q^2 removes the edge singularity;
# x > 1: Fourier quadrature of the smooth decaying coupling
tau = 0.7
near_edge = complex_quad(lambda q: 2/np.pi*cmath.exp(-1j*q*q*tau), 0, 1)
tail_cos = quad(lambda x: 1/(np.pi*np.sqrt(x)), 1, np.inf,
                weight="cos", wvar=tau)[0]
tail_sin = quad(lambda x: 1/(np.pi*np.sqrt(x)), 1, np.inf,
                weight="sin", wvar=tau)[0]
kernel = near_edge + tail_cos - 1j*tail_sin
kernel_error = abs(kernel - PHASE/np.sqrt(np.pi*tau))
assert kernel_error < 1e-6
s_test = 0.6 + 0.4j
transform = complex_quad(lambda q: 2/np.pi/(s_test + 1j*q*q), 0, np.inf)
assert abs(transform - PHASE/cmath.sqrt(s_test)) < 1e-7

# --- discretised Hamiltonian: q = 10 tan(theta), midpoint rule in theta
n_modes = 1500
theta = (np.arange(n_modes) + 0.5)*np.pi/(2*n_modes)
q = 10*np.tan(theta)
dq = 10/np.cos(theta)**2*np.pi/(2*n_modes)
times = np.linspace(0.25, 15, 60)
cases = (-1.0, 0.0, 1.0)
worst_dynamics = worst_energy = worst_weight = 0.0
for d in cases:
    H = np.diag(np.concatenate(([d], q*q)))
    H[0, 1:] = H[1:, 0] = np.sqrt(2*dq/np.pi)
    energy, vec = np.linalg.eigh(H)
    weight = vec[0]**2
    numeric = np.exp(-1j*np.outer(times, energy)) @ weight
    u1 = sorted_roots(d)[0]
    assert np.sum(energy < 0) == 1            # exactly one bound state
    worst_dynamics = max(worst_dynamics,
                         np.max(abs(numeric - amplitude(d, times))))
    worst_energy = max(worst_energy, abs(energy[0] + u1**2))
    worst_weight = max(worst_weight, abs(weight[0] - bound_weight(u1)))
assert worst_dynamics < 1e-3                  # finite mode spacing
assert worst_energy < 1e-5 and worst_weight < 1e-5

# --- poles plus branch cut against the closed solution
worst_cut = 0.0
for d in cases:
    u1, u3, _ = sorted_roots(d)

    def jump(x):
        below = 1/denominator(complex(-x, -0.0), d)
        above = 1/denominator(complex(-x, 0.0), d)
        return (below - above)/(2j*np.pi)

    for x in (0.2, 1.7):
        closed = -PHASE/np.pi*np.sqrt(x)/(x*(x - 1j*d)**2 - 1j)
        assert abs(jump(x) - closed) < 1e-12
    for t in (1.0, 4.0):
        cut = complex_quad(lambda y: 2*y*jump(y*y)*np.exp(-y*y*t),
                           1e-9, np.sqrt(40/t))
        poles = bound_weight(u1)*np.exp(1j*u1**2*t)
        if d > -2**(-1/3):
            poles += bound_weight(u3)*np.exp(1j*u3**2*t)
        worst_cut = max(worst_cut, abs(poles + cut - amplitude(d, t)))
assert worst_cut < 1e-7

# --- damped pole: direct search, and its disappearance from the first sheet
for d in (0.0, 1.0):
    u1 = sorted_roots(d)[0]
    v = np.sqrt(1/u1 - u1**2/4)
    found = complex(mp.findroot(
        lambda s: s + 1j*d + PHASE/mp.sqrt(s), mp.mpc(-0.8, -0.5 - 0.73*d)))
    assert abs(found - (-u1*v - 1j*(v*v - u1*u1/4))) < 1e-9
    assert abs(u1**2 - found.imag - (u1**2/2 + 1/u1)) < 1e-9
d_sheet = -2**(-1/3)
for d, present in ((d_sheet + 0.05, True), (d_sheet - 0.05, False)):
    s3 = 1j*sorted_roots(d)[1]**2
    assert (abs(denominator(s3, d)) < 1e-9) == present
d_double = -(27/4)**(1/3)
assert abs(sorted_roots(d_double + 0.01)[1].imag) > 1e-3
assert abs(sorted_roots(d_double - 0.01)[1].imag) < 1e-9

# --- long-time tail, short-time law, limiting detunings
t_long = 400.0
for d in cases:
    u1 = sorted_roots(d)[0]
    Z = bound_weight(u1)
    a_long = complex(amplitude(d, t_long))
    tail = (a_long - Z*np.exp(1j*u1**2*t_long))*t_long**1.5
    assert abs(tail - np.exp(-3j*np.pi/4)/(2*np.sqrt(np.pi))) < 5e-3
    osc = (abs(a_long)**2 - Z*Z)*t_long**1.5
    assert abs(osc - Z*np.cos(u1**2*t_long + 3*np.pi/4)/np.sqrt(np.pi)) < 5e-3
    loss = 1 - abs(complex(amplitude(d, 1e-3)))**2
    assert abs(loss/(4*np.sqrt(2)/(3*np.sqrt(np.pi))*1e-3**1.5) - 1) < 0.01
u_far = sorted_roots(20.0)[0]
rate_far = 2*u_far*np.sqrt(1/u_far - u_far**2/4)
golden = 2*np.pi*(1/(np.pi*np.sqrt(20.0)))
assert abs(rate_far/golden - 1) < 0.01
assert abs(bound_weight(u_far)/(2/20.0**3) - 1) < 0.01
Z_deep = bound_weight(sorted_roots(-20.0)[0])
assert abs((1 - Z_deep)*2*20.0**1.5 - 1) < 0.03

# --- printed results
print(f"edge frequency omega_c = {omega_c:.3e} rad/s")
print(f"free-space rate Gamma0 = {gamma0:.3e} 1/s")
print(f"edge wavevector k0 = {k0:.4e} 1/m")
print(f"curvature A = {A:.4e} m^2/s")
print(f"beta = {beta:.4e} 1/s")
print(f"time unit 1/beta = {1e12/beta:.2f} ps")
print(f"beta/Gamma0 = {beta/gamma0:.1f}")
print(f"binding at delta=0, beta/(2 pi) = {beta/(2*np.pi)/1e9:.3f} GHz")
print(f"box mode sum / edge formula = {mode_ratio:.4f}")
print(f"damped pole on first sheet for d > {d_sheet:.4f}")
print(f"double root at d = {d_double:.4f}")
grid = np.arange(0.001, 40, 0.001)
for d in cases:
    u1, u3, _ = sorted_roots(d)
    Z = bound_weight(u1)
    P = abs(amplitude(d, grid))**2
    slope = np.diff(P)
    i_min = int(np.where((slope[:-1] < 0) & (slope[1:] >= 0))[0][0]) + 1
    later = np.where((slope[:-1] > 0) & (slope[1:] <= 0))[0] + 1
    i_max = int(later[later > i_min][0])
    print(f"d = {d:+.0f}: u1 = {u1:.5f}, bound energy = {-u1**2:.5f} beta")
    print(f"  Z = {Z:.5f}, steady population Z^2 = {Z*Z:.5f}")
    print(f"  bound photon Z(1-Z) = {Z*(1-Z):.5f}, escaped = {1-Z:.5f}")
    print(f"  first minimum P = {P[i_min]:.4f} at beta t = {grid[i_min]:.2f}")
    print(f"  next maximum P = {P[i_max]:.4f} at beta t = {grid[i_max]:.2f}")
    print(f"  P(beta t=10) = {abs(complex(amplitude(d, 10.0)))**2:.4f}")
    if d > d_sheet:
        s3 = 1j*u3**2
        print(f"  damped state energy = {-s3.imag:.5f} beta")
        print(f"  its population decay rate = {-2*s3.real:.5f} beta")
        print(f"  its residue modulus = {abs(bound_weight(u3)):.5f}")
        print(f"  beat frequency = {u1**2 - s3.imag:.5f} beta")
print(f"d = 20: decay rate = {rate_far:.5f} beta, golden rule = {golden:.5f}")
print(f"d = 20: steady population = {bound_weight(u_far)**2:.3e}")
print(f"d = -20: steady population = {Z_deep**2:.5f}")
print(f"largest amplitude error vs diagonalization = {worst_dynamics:.1e}")
print(f"largest bound energy error = {worst_energy:.1e} beta")
print(f"largest bound weight error = {worst_weight:.1e}")
print(f"largest pole-plus-cut error = {worst_cut:.1e}")
print("all good")
```

Printed output:

```
edge frequency omega_c = 2.000e+15 rad/s
free-space rate Gamma0 = 1.000e+08 1/s
edge wavevector k0 = 6.6713e+06 1/m
curvature A = 4.4938e+01 m^2/s
beta = 1.0772e+10 1/s
time unit 1/beta = 92.83 ps
beta/Gamma0 = 107.7
binding at delta=0, beta/(2 pi) = 1.714 GHz
box mode sum / edge formula = 1.0312
damped pole on first sheet for d > -0.7937
double root at d = -1.8899
d = -1: u1 = 1.32472, bound energy = -1.75488 beta
  Z = 0.82299, steady population Z^2 = 0.67731
  bound photon Z(1-Z) = 0.14568, escaped = 0.17701
  first minimum P = 0.5268 at beta t = 1.15
  next maximum P = 0.7684 at beta t = 2.63
  P(beta t=10) = 0.6873
d = +0: u1 = 1.00000, bound energy = -1.00000 beta
  Z = 0.66667, steady population Z^2 = 0.44444
  bound photon Z(1-Z) = 0.22222, escaped = 0.33333
  first minimum P = 0.2543 at beta t = 1.57
  next maximum P = 0.5238 at beta t = 3.68
  P(beta t=10) = 0.4560
  damped state energy = 0.50000 beta
  its population decay rate = 1.73205 beta
  its residue modulus = 0.66667
  beat frequency = 1.50000 beta
d = +1: u1 = 0.68233, bound energy = -0.46557 beta
  Z = 0.38851, steady population Z^2 = 0.15094
  bound photon Z(1-Z) = 0.23757, escaped = 0.61149
  first minimum P = 0.0213 at beta t = 1.82
  next maximum P = 0.1696 at beta t = 3.59
  P(beta t=10) = 0.1562
  damped state energy = 1.23279 beta
  its population decay rate = 1.58510 beta
  its residue modulus = 0.81501
  beat frequency = 1.69836 beta
d = 20: decay rate = 0.44718 beta, golden rule = 0.44721
d = 20: steady population = 6.242e-08
d = -20: steady population = 0.98909
largest amplitude error vs diagonalization = 2.7e-05
largest bound energy error = 3.0e-09 beta
largest bound weight error = 4.1e-10
largest pole-plus-cut error = 7.9e-16
all good
```
